\section*{Surface-diffusion breakup of a cylindrical filament, derived in two ways, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: curvature, flux and conservation}

\subsection{A filament whose thickness varies slowly}

Take a solid metal filament whose radius $r(z)$ changes so slowly along its axis that every short piece looks like a cylinder. Its surface energy per area is $\gamma$. If a piece of length $\ell$ grows in radius by $dr$, its volume increases by $dV=2\pi r\ell\,dr$ and its side area by $dA=2\pi\ell\,dr$. The energy needed per added volume is therefore
\begin{equation}
\gamma\frac{dA}{dV}=\frac{\gamma}{r}.
\end{equation}
An atom of volume $\Omega$ added to this piece costs $\mu=\gamma\Omega/r$, measured from its value on a flat surface. The cost is lower where the filament is thick. Atoms that can move along the surface leave the thin parts and settle on the thick ones, so the difference in thickness grows.

To find how fast, write $r=R+\epsilon\cos kz$ with $\epsilon\ll R$. Expanding $1/r$ to first order gives
\begin{equation}
\mu=\frac{\gamma\Omega}{R}-\frac{\gamma\Omega}{R^2}\,\epsilon\cos kz .
\end{equation}
Let the atomic flux along the surface, counted per unit width and time, be $J=-M\,\partial_z\mu$, where $M$ is a positive mobility. The volume per length is $\pi r^2$, and the volume carried past a cross-section per unit time is $2\pi r\Omega J$. Conservation of volume reads
\begin{equation}
\partial_t(\pi r^2)=-\partial_z(2\pi r\Omega J).
\end{equation}
Since $J$ is already of first order in $\epsilon$, the factor $r$ beside it may be replaced by $R$. On the left, $\partial_t(\pi r^2)=2\pi R\,\partial_t r$ to the same order. Dividing by $2\pi R$,
\begin{equation}
\partial_t r=\Omega M\,\partial_z^2\mu
=\Omega M\,\frac{\gamma\Omega}{R^2}\,k^2\epsilon\cos kz .
\end{equation}
Two minus signs have cancelled here: one from $\mu$, which falls with thickness, and one from $\partial_z^2\cos kz=-k^2\cos kz$. With $B=\gamma\Omega^2M$, the amplitude grows at the rate
\begin{equation}
s_{\rm long}=\frac{Bk^2}{R^2}.
\label{long}
\end{equation}
Shorter waves grow faster, because the atoms travel a shorter way down a steeper gradient.

This cannot continue to arbitrarily short waves. A fine ripple hardly notices that the filament is round; it behaves like a ripple $h=\epsilon\cos kz$ on a flat solid. There the crests are convex and cost energy. The curvature is $-\partial_z^2h=k^2h$, so $\mu=\gamma\Omega k^2h$, and the same conservation law gives $\partial_t h=\Omega M\partial_z^2\mu=-Bk^4h$. The ripple decays.

If the two effects simply add, the rate is $B(k^2/R^2-k^4)$, which has a maximum between the two extremes. It remains to be shown that they do add, with no further term of the same order, and that disturbances which depend on the angle around the filament do not grow faster.

\subsection{The local transport law}

The filament is taken to be infinitely long, at uniform temperature, with isotropic surface energy and mobility. Matter moves along the surface alone: there is no evaporation and no diffusion through the interior. The surroundings exert no stress, and no voltage is applied.

First, the chemical potential for any smooth shape. Let $\hat{\mathbf n}$ be the normal pointing out of the solid, and let $\kappa_1,\kappa_2$ be the principal curvatures, counted positive where the solid is convex. Move the surface outward by a small distance $u$. The two sides of a small surface rectangle are stretched by the factors $1+\kappa_1u$ and $1+\kappa_2u$. If $u$ varies along the surface, the resulting tilt changes the area only at order $|\nabla_su|^2$, where $\nabla_s$ is the gradient along the surface. To first order,
\begin{equation}
\delta E=\gamma\int K u\,dA,\qquad K=\kappa_1+\kappa_2 .
\end{equation}
The number of atoms added on $dA$ is $u\,dA/\Omega$. The energy per added atom is therefore
\begin{equation}
\mu=\gamma\Omega K .
\label{mu}
\end{equation}
A cylinder has $K=1/R$, which agrees with the opening calculation.

Next, the flux. A mobile atom feels the force $-\nabla_s\mu$. By the Einstein relation its mean drift velocity is $D_s/(k_BT)$ times this force, with $D_s$ the surface diffusion coefficient. If $\nu$ is the number of mobile atoms per area,
\begin{equation}
\mathbf J=-M\nabla_s\mu,\qquad M=\frac{D_s\nu}{k_BT}.
\label{flux}
\end{equation}
The product $D_s\nu$ is what matters. One may count every surface atom in $\nu$ and use an average $D_s$, or count the few adatoms and use their larger diffusion coefficient, but the two conventions must not be mixed.

Finally, conservation. Where more atoms arrive than leave, the surface advances. Let $v_n$ be its outward normal speed. Neglecting changes in the small store of mobile atoms,
\begin{equation}
v_n=-\Omega\nabla_s\!\cdot\mathbf J
=\Omega M\nabla_s^2\mu .
\end{equation}
Inserting \eqref{mu},
\begin{equation}
v_n=B\nabla_s^2K,\qquad
B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\label{mullins}
\end{equation}
The coefficient $B$ has the unit length$^4$/time. A uniform cylinder has constant $K$ and therefore does not move. The question is whether this stationary shape is stable.

\subsection{Curvature to first order}

Use cylindrical coordinates $(\rho,\theta,z)$ and describe the surface by
\begin{equation}
\rho=R+\eta(\theta,z,t),\qquad |\eta|\ll R,
\end{equation}
with small slopes as well. The surface is the zero level of $\Phi=\rho-R-\eta$. Its gradient is
\begin{equation}
\nabla\Phi=\hat{\boldsymbol\rho}
-\frac{\eta_\theta}{\rho}\hat{\boldsymbol\theta}
-\eta_z\hat{\mathbf z},
\qquad
|\nabla\Phi|=1+O(\eta^2),
\end{equation}
where subscripts denote derivatives. To first order $\nabla\Phi$ is itself the unit normal. The sum of the principal curvatures is the divergence of the normal, so
\begin{align}
K&=\frac1\rho\frac{\partial}{\partial\rho}(\rho\cdot1)
-\frac1\rho\frac{\partial}{\partial\theta}\frac{\eta_\theta}{\rho}
-\frac{\partial\eta_z}{\partial z}\nonumber\\
&=\frac1\rho-\frac{\eta_{\theta\theta}}{\rho^2}-\eta_{zz}.
\end{align}
This must be evaluated on the surface. In the first term, $1/(R+\eta)=1/R-\eta/R^2+O(\eta^2)$. In the second term $\rho$ may be replaced by $R$, because $\eta_{\theta\theta}$ is already small. Hence
\begin{equation}
K=\frac1R+\delta K,\qquad
\delta K=-\frac{\eta}{R^2}-\frac{\eta_{\theta\theta}}{R^2}-\eta_{zz}.
\label{dK}
\end{equation}
The first term of $\delta K$ is destabilizing: a thicker filament has a smaller hoop curvature. The other two are the ordinary smoothing terms.

The surface Laplacian in \eqref{mullins} also depends on the shape. That change does not matter at first order. The Laplacian of the constant $1/R$ vanishes on any surface, and the change in the Laplacian acting on $\delta K$ is of second order. We may therefore use the Laplacian of the unperturbed cylinder,
\begin{equation}
\nabla_s^2\to\partial_z^2+\frac1{R^2}\partial_\theta^2 .
\end{equation}
The normal speed is $v_n=\eta_t/|\nabla\Phi|$, which equals $\eta_t$ to first order. The linear equation is
\begin{equation}
\eta_t=-B\left(\partial_z^2+\frac{\partial_\theta^2}{R^2}\right)
\left(\frac{\eta}{R^2}+\frac{\eta_{\theta\theta}}{R^2}+\eta_{zz}\right).
\label{linear}
\end{equation}

\subsection{Growth rates and the fastest wave}

The coefficients of \eqref{linear} do not depend on $\theta$, $z$ or $t$, so its solutions are sums of modes
\begin{equation}
\eta=\epsilon\,e^{st+ikz+in\theta},\qquad n=0,1,2,\ldots
\end{equation}
Each $\partial_z^2$ becomes $-k^2$ and each $\partial_\theta^2$ becomes $-n^2$. With $x=kR$, the first bracket becomes $-(x^2+n^2)/R^2$, and the second becomes $(1-n^2-x^2)\eta/R^2$. Thus
\begin{align}
s&=\frac{B}{R^4}(x^2+n^2)(1-n^2-x^2)\nonumber\\
&=-\frac{B}{R^4}(x^2+n^2)(x^2+n^2-1).
\label{dispersion}
\end{align}

For $n\ge2$ both brackets in the last line are positive, and every such mode decays. For $n=1$ the rate is $-(B/R^4)(1+x^2)x^2$. It vanishes at $x=0$, where the mode merely shifts the whole cylinder sideways, and is negative for every other $x$. Growth therefore requires $n=0$, a disturbance symmetric about the axis. For it,
\begin{equation}
s=\frac{B}{R^4}x^2(1-x^2)=B\left(\frac{k^2}{R^2}-k^4\right).
\label{axis}
\end{equation}
This is the sum suggested by the two simple cases. It is positive for $0<x<1$, that is, for wavelengths longer than the circumference $2\pi R$.

To find the maximum, complete the square:
\begin{equation}
x^2(1-x^2)=\frac14-\left(x^2-\frac12\right)^2 .
\end{equation}
The largest value is $1/4$, reached at $x^2=1/2$. Since $\lambda=2\pi/k=2\pi R/x$,
\begin{equation}
\boxed{\lambda_*=2\pi\sqrt2\,R,\qquad
s_*=\frac{B}{4R^4}.}
\label{result}
\end{equation}
The material properties in $B$ set the time scale but not the wavelength. The time for growth by a factor $e$ is $\tau=1/s_*=4R^4/B$. At fixed $B$, halving the radius shortens it sixteenfold.

The maximum is broad. For a wavelength $\lambda_*(1+\delta)$ with small $\delta$, $x^2=\frac12(1+\delta)^{-2}\simeq\frac12(1-2\delta)$, so
\begin{equation}
\frac{s}{s_*}=1-4\left(x^2-\frac12\right)^2\simeq1-4\delta^2 .
\label{broad}
\end{equation}
Wavelengths within 10\% of $\lambda_*$ grow at more than 94\% of the largest rate. Farther away the approximation fails: the exact rate falls faster on the short side and reaches zero at $2\pi R$. The result \eqref{result} names the mode that wins if all start with similar small amplitudes and have time to compete. It does not promise equal spacing between fragments.

Numerical differentiation of the full nonlinear axisymmetric equation, with no use of \eqref{axis}, put the fastest wavelength at $8.8858R$, equal to $2\pi\sqrt2R$ to the digits shown. In a periodic cylinder of length $100R$, whole waves must fit. The leading mode had 11 waves, and there were 30 unstable modes: a sine and a cosine for each of the 15 wave counts whose wavelength exceeds $2\pi R$. The angular dependence was checked on the full three-dimensional curvature for $n=0,1,2$; the largest difference from \eqref{dispersion} was $4.8\times10^{-11}B/R^4$.

\subsection{When the density of mobile atoms depends on curvature}

Equation \eqref{flux} treats $\nu$ as constant. On a very thin filament this can be a poor approximation. If adatoms form a dilute layer in local equilibrium with the solid, their density is $c=c_0e^{\mu/k_BT}$, where $c_0$ is the value on a flat surface. Their diffusion flux is
\begin{equation}
\mathbf J=-D_s\nabla_sc
=-\frac{D_sc_0}{k_BT}\,e^{\mu/k_BT}\,\nabla_s\mu .
\end{equation}
The gradient is already of first order, so the exponential may be evaluated on the uniform cylinder, where $\mu=\gamma\Omega/R$. If $B$ is the flat-surface coefficient, every linear growth rate is multiplied by
\begin{equation}
\exp\left(\frac{\gamma\Omega}{Rk_BT}\right).
\label{gibbs}
\end{equation}
The factor does not depend on $k$, so $\lambda_*$ stays the same even when the factor is large.

\subsection{Numbers for a thin metal bridge}

Consider a bare metal bridge across an open gap, left without bias. Round model values are $R=2.0$ nm, $\gamma=1.0$ J/m$^2$, $\Omega=0.017$ nm$^3$ and $T=300$ K. With one mobile site per area $\Omega^{2/3}$, $\nu=15.13$ nm$^{-2}$. Let $D_s$ have a prefactor of $10^{-3}$ cm$^2$/s and an effective migration energy of 0.40 eV. Because $\nu$ counts every surface atom, this assumed energy must include the cost of forming a mobile adatom as well as the barrier to its hops. If 0.40 eV were the hopping barrier alone, a formation energy of 0.2 eV would lengthen the times below by a factor of about 2300. Since $k_BT=0.02585$ eV,
\begin{equation}
D_s=10^{-3}e^{-0.40/0.02585}
=1.91\times10^{-10}\ {\rm cm^2/s}.
\end{equation}
The ratio in \eqref{gibbs} is $\gamma\Omega/(Rk_BT)=2.052$, so $\gamma\Omega/k_BT=4.104$ nm. Using $1\ {\rm cm^2}=10^{14}\ {\rm nm^2}$,
\begin{align}
B&=D_s\,\nu\,\Omega\,\frac{\gamma\Omega}{k_BT}\nonumber\\
&=(1.907\times10^4)(15.13)(0.017)(4.104)\ {\rm nm^4/s}\nonumber\\
&\simeq2.01\times10^4\ {\rm nm^4/s}.
\end{align}
The main results are
\begin{align}
\lambda_*&=8.8858\times2.0\ {\rm nm}=17.8\ {\rm nm},\\
\tau&=\frac{4(2.0)^4}{2.01\times10^4}\ {\rm s}=3.2\ {\rm ms}.
\end{align}
This $\tau$ takes $D_s\nu$ to be the value on the filament itself. If the same number had been obtained on a flat surface and the dilute adatom law holds, the rate rises by $e^{2.052}=7.8$ and $\tau$ falls to 0.41 ms. The wavelength remains 17.8 nm.

\section{Second derivation: energy released and energy dissipated}

\subsection{What is carried over}

The filament has radius $R$, surface energy $\gamma$ and atomic volume $\Omega$. Atoms move along its surface with mobility $M=D_s\nu/k_BT$, and $B=\gamma\Omega^2M$. For a disturbance of wavenumber $k$ along the axis and angular number $n$, put $x=kR$ and
\begin{equation}
Q=x^2+n^2 .
\end{equation}
The first derivation gave $s=-(B/R^4)Q(Q-1)$, with the fastest growth at $n=0$, $x^2=1/2$ and $\lambda_*=2\pi\sqrt2R$. We now obtain this rate without calculating a local curvature. The new starting point is a competition between the surface energy that a change of shape releases and the energy that the moving atoms dissipate.

The local transport law has given the growth rate of every small disturbance of the filament, with the fastest wave at $\lambda_*=2\pi\sqrt2\,R$. It remains to obtain the same rate from the energy released and dissipated, and to see how far it applies to short, anisotropic or oxide-embedded filaments.
